# A tangent triangle in place of a parabolic Schottky barrier

## Problem

A nickel-silicide contact on n-type (100) silicon is held at 77 K and zero bias. The rough parameters are: barrier height 0.65 eV, donor density $N=10^{19}\ \mathrm{cm^{-3}}$, relative permittivity 11.7, and tunnelling mass $m=0.19\,m_0$ (four of silicon's six conduction valleys present this mass to a (100) interface).

Treat the donors as a uniform, fully ionized charge and neglect mobile electrons in the depletion layer. Find the WKB exponent

$$b=2\int\kappa\,dx,\qquad \kappa=\frac{\sqrt{2m(U-E)}}{\hbar},$$

for an electron at the conduction-band edge of the neutral semiconductor. The integral runs over the region where $U>E$, and the transmission is estimated as $e^{-b}$.

Energies are measured from that band edge, so $E=0$. The metal occupies $x<0$. The Fermi level, found by setting the electron density of a sharp parabolic band equal to $N$, lies 13.2 meV above the band edge. (This doping is not far above the metal–insulator transition; incomplete ionization in the neutral bulk at 77 K could lower this level by up to about 10 meV, depending on the dopant, and the exponent below by a few tenths.) The band bending is therefore $E_b=0.65+0.0132=0.6632$ eV.

## A tempting solution

The depletion layer is $W=9.261$ nm wide, and the field at the metal is

$$F=\frac{2E_b}{qW}=\frac{2\times0.6632\ \mathrm{V}}{9.261\ \mathrm{nm}}=0.1432\ \mathrm{V/nm}=1.432\ \mathrm{MV/cm}.$$

The barrier is highest at the metal, so $\kappa$ is largest there and that region should decide the exponent. Near the metal the barrier is nearly straight. It is therefore replaced by its tangent,

$$U_t(x)=E_b-qFx=E_b\left(1-\frac{2x}{W}\right),$$

which reaches zero at $x=W/2=4.630$ nm. Let $\kappa_0=\sqrt{2mE_b}/\hbar=1.8186\ \mathrm{nm^{-1}}$. With $v=1-2x/W$ and $dx=-(W/2)\,dv$,

$$b_t=2\kappa_0\int_0^{W/2}\sqrt{1-\frac{2x}{W}}\,dx=\kappa_0W\int_0^1\sqrt v\,dv=\frac23\kappa_0W .$$

This gives $b_t=11.23$ and a transmission of $1.33\times10^{-5}$.

## Where it goes wrong

The integral is correct for the triangle. The fault is the claim that the region near the metal decides the exponent. A tangent is accurate only for $x\ll W$, whereas the exponent collects contributions from the whole width.

Poisson's equation shows what was discarded. For the electron energy $U=-q\phi$, a donor charge density $qN$ gives $U''=q^2N/\varepsilon$. At the depletion edge the field vanishes and the band joins the bulk, so $U'(W)=0$ and $U(W)=0$. Integrating twice,

$$U(x)=\frac{q^2N}{2\varepsilon}(W-x)^2=E_b\left(1-\frac xW\right)^2,\qquad W^2=\frac{2\varepsilon E_b}{q^2N},$$

where $U(0)=E_b$ fixes $W$. The difference between barrier and tangent is

$$U-U_t=E_b\left[1-\frac{2x}{W}+\frac{x^2}{W^2}-1+\frac{2x}{W}\right]=E_b\frac{x^2}{W^2}\ge0 .$$

The triangle thus lies below the real barrier everywhere except at $x=0$, where the two touch, and it ends halfway through the real barrier. Both errors reduce the exponent.

## The right solution

At $E=0$ the square root of the parabola is linear, $\kappa=\kappa_0(1-x/W)$, and

$$b=2\kappa_0\int_0^W\left(1-\frac xW\right)dx=2\kappa_0\left(W-\frac W2\right)=\kappa_0W .$$

Numerically, $b=1.8186\times9.261=16.84$. Inserting $\kappa_0$ and $W$ gives a form that displays the doping:

$$b=\frac{\sqrt{2mE_b}}{\hbar}\sqrt{\frac{2\varepsilon E_b}{q^2N}}=\frac{2E_b}{\hbar q}\sqrt{\frac{m\varepsilon}{N}}=\frac{E_b}{E_{00}},\qquad E_{00}=\frac{\hbar q}{2}\sqrt{\frac{N}{m\varepsilon}} .$$

Here $E_{00}=39.38$ meV, and $663.2/39.38=16.84$ again. The estimated transmission is $e^{-b}=4.85\times10^{-8}$.

Comparison with the tempting solution gives

$$\frac{b_t}{b}=\frac23 .$$

Doping, mass, permittivity and band bending have all cancelled. Within this model the triangle's exponent at the band edge is too small by one third of the true exponent, whatever the thickness of the barrier.

The missing third can be located. The inner half of the true barrier contributes

$$2\kappa_0\int_0^{W/2}\left(1-\frac xW\right)dx=2\kappa_0W\left(\frac12-\frac18\right)=\frac34b,$$

and the outer half contributes $b/4$. The triangle loses all of the outer quarter. Inside its own range it gives $2b/3$ instead of $3b/4$, a further loss of $b/12$. In the example the two losses are 4.21 and 1.40, together 5.61.

## What the error does

In the WKB estimate the triangle makes the transmission too large by

$$\frac{e^{-b_t}}{e^{-b}}=e^{b/3}=e^{5.614}\approx274 .$$

A fixed fractional error in the exponent is a growing factor in the transmission as the barrier becomes more opaque.

The error also enters when doping is inferred from a known exponent. Hold $E_b$, $m$ and $\varepsilon$ fixed, and let $N'$ be the doping that makes the triangle reproduce the true $b$. Since $E_{00}\propto\sqrt N$,

$$\frac23\,\frac{1}{\sqrt{N'}}=\frac1{\sqrt N}\quad\Rightarrow\quad N'=\frac49N=4.44\times10^{18}\ \mathrm{cm^{-3}} .$$

The triangle is too transparent, so it needs a lower doping, and hence a wider barrier, to compensate.

Keeping the true width instead of the true slope does not cure the problem. The chord $U_c=E_b(1-x/W)$ gives

$$b_c=2\kappa_0\int_0^W\sqrt{1-\frac xW}\,dx=\frac43\kappa_0W=\frac43b,$$

or 22.46 here. The parabola is convex and lies below its chord, so this error has the opposite sign. A triangle of height $E_b$ and base $a$ has exponent $\frac43\kappa_0a$. It reproduces $b$ at the band edge when $a=\frac34W$, which corresponds to two thirds of the interface field.

## Electrons above the band edge

For $0<E<E_b$, let $e=E/E_b$ and $s=\sqrt{1-e}$. On the triangle, $U_t-E=E_b(v-e)$, with $v$ running from 1 down to $e$:

$$b_t(E)=\kappa_0W\int_e^1\sqrt{v-e}\,dv=\frac23\kappa_0W\,s^3 .$$

On the parabola, put $y=1-x/W$. The turning point is $y=\sqrt e$, and

$$b(E)=2\kappa_0W\int_{\sqrt e}^1\sqrt{y^2-e}\,dy
=\kappa_0W\left[y\sqrt{y^2-e}-e\ln\!\left(y+\sqrt{y^2-e}\right)\right]_{\sqrt e}^1 .$$

At the upper limit the square root equals $s$. At the lower limit it vanishes and the logarithm is $\ln\sqrt e$. Because $e=(1-s)(1+s)$,

$$\ln\frac{1+s}{\sqrt e}=\frac12\ln\frac{1+s}{1-s}=\operatorname{artanh}s,
\qquad b(E)=\kappa_0W\left[s-e\operatorname{artanh}s\right].$$

**Near the barrier top**, $s\to0$. With $e=1-s^2$ and $\operatorname{artanh}s=s+s^3/3+s^5/5+\dots$,

$$s-(1-s^2)\operatorname{artanh}s=\frac23s^3+\frac2{15}s^5+\dots,\qquad
\frac{b_t}{b}=\frac{1}{1+s^2/5+\dots}\approx1-\frac{s^2}5 .$$

The electron now meets only a thin piece of barrier next to the metal, where the tangent is accurate. The exponent itself becomes small there, and $e^{-b}$ ceases to be a reliable transmission once $b$ is no longer large.

**Near the band edge**, $e\to0$. Then $s\approx1-e/2$ and $(1+s)/(1-s)\approx4/e$, so $\operatorname{artanh}s\approx\frac12\ln(4/e)$. To first order in the small terms,

$$\frac{b_t}{b}\approx\frac23\,\frac{1-\frac32e}{1-\frac e2-\frac e2\ln\frac4e}
\approx\frac23\left[1-e+\frac e2\ln\frac4e\right].$$

The logarithm makes the ratio leave $2/3$ steeply. The full formulas give 0.690 at $e=0.02$, 0.788 at $e=0.2$ and 0.885 at $e=0.5$.

This decides where the result applies. At 77 K the mean energy of motion normal to the interface in the tunnelling flux from semiconductor to metal, weighted by occupation and by $e^{-b(E)}$, is 15.2 meV. The ratio at that energy is 0.693, close to the band-edge value. At 300 K, with the same doping and barrier height, the mean rises to 145 meV and the ratio there is 0.80. In the warm contact the electrons cross higher up, where the barrier is thinner, and the tangent serves them better. Better is not good: summed over the same flux, the WKB current through the triangle is still about 15 times too large at 300 K, against about 140 times at 77 K.

## How far WKB can be trusted here

WKB requires $|\kappa'|/\kappa^2\ll1$. For the parabola at $E=0$,

$$\frac{|\kappa'|}{\kappa^2}=\frac{1}{\kappa_0W\,y^2},$$

so the condition fails where $y\lesssim(\kappa_0W)^{-1/2}$. That region contributes about $\kappa_0Wy^2\approx1$ to the exponent. For the triangle, $\kappa=\kappa_0\sqrt v$ gives $|\kappa'|/\kappa^2=1/(\kappa_0Wv^{3/2})$. The condition fails where $v\lesssim(\kappa_0W)^{-2/3}$, a region that contributes about $2/3$. For thick barriers both regions are small parts of the exponent, but they change the prefactor.

Its power law follows from the WKB amplitude, $|\psi|^2\propto\kappa^{-1}e^{2\int\kappa dx}$. Start with $|\psi|^2$ of order one where WKB begins to hold. There $\kappa\approx\kappa_0(\kappa_0W)^{-1/2}$ for the parabola and $\kappa_0(\kappa_0W)^{-1/3}$ for the triangle. At the metal, therefore,

$$|\psi|^2\propto(\kappa_0W)^{-1/2}e^{\kappa_0W}\quad\text{and}\quad|\psi|^2\propto(\kappa_0W)^{-1/3}e^{2\kappa_0W/3}.$$

Direct integration of the Schrödinger equation at $E=0$ tests this. Between $\kappa_0W=200$ and 400, the average growth of $\ln|\psi|^2$ per unit of $\kappa_0W$ is 0.9983 for the parabola and 0.6655 for the triangle. The power laws predict $1-\frac12\ln2/200=0.9983$ and $\frac23-\frac13\ln2/200=0.6655$.

The same integration gives the transmission error for the example. The band is taken as flat beyond the foot of each barrier, at $x=W$ for the parabola and $x=W/2$ for the triangle. As $E\to0$ both transmissions vanish with the electron's velocity, but their ratio stays finite. Start the wave in the semiconductor with $\psi=1$, $\psi'=0$. On reaching a metal of constant potential, its incident intensity is proportional to $\psi^2+\psi'^2/k^2$, where $k$ is the metal wave number including the mass ratio. The ratio of transmissions must then lie between the ratio formed from $\psi^2$ and that formed from $\psi'^2$. These are 153.8 and 154.2 in some order, so in the limit $E\to0$ the triangle overestimates the transmission about 154 times, not 274 times. The factor $(\kappa_0W)^{-1/6}=0.62$ from the two power laws accounts for most of the difference; the rest is a numerical constant, about 0.90, that the estimate does not supply. These factors belong to the band edge only. They fall with energy: at 15.2 meV the true wave gives about 113 and WKB about 123.

## The model beside a real contact

The barrier height is of the size usual for nickel silicide on n-type silicon, but $10^{19}\ \mathrm{cm^{-3}}$ is low for a transistor's source or drain contact, where roughly $10^{20}\ \mathrm{cm^{-3}}$ or more is sought. The model also idealizes the barrier. The following changes are estimated one at a time at the band edge, with the other inputs held fixed, and are not to be added:

- **Image force.** With the static permittivity, the barrier top falls by 0.13 eV. The exponents become 15.9 for the parabola and 10.5 for the triangle, with ratio 0.66.
- **Mobile electrons.** They cancel part of the donor charge near the depletion edge and stretch the foot of the barrier. The exponent rises to 18.0, while the triangle tangent to the new barrier gives 11.3. The ratio falls to 0.63. The added exponent comes from the foot of the barrier, where WKB fails; for the true wave $\ln T$ drops by about 0.7 rather than 1.2.
- **Dispersion in the gap.** A two-band form, rough for silicon's indirect gap, gives 14.2 and 9.1, with ratio 0.64.
- **Mass and orientation.** The two heavy valleys on (100) have exponent 37.1 and transmit negligibly. On a (111) surface the mass is $0.258\,m_0$ and the exponent is 19.6. The ratio stays $2/3$, since the mass cancels.
- **Random donors.** A cube of side $W$ holds about 8 donors. If a fluctuation of one standard deviation in that number is treated as a change of the uniform density, the exponent moves to 14.5 or 21.0.

Of these changes to the light-valley exponent on (100), the rise in the donor-poor case is the largest. The donor-rich case and the two-band form each lower the exponent by between 2 and 3, so neither the uniform charge nor the constant mass can be relied on for the absolute transmission. The band bending is 0.57 of the gap. At zero bias the valence band at the metal therefore stays below the bulk conduction-band edge, which excludes band-to-band tunnelling across the layer in this model. An electron crossing the layer also gains less than the gap energy, too little to create an electron-hole pair. The main values of the example are in the numerical output below.

## Numbers as computed

```
Barrier height (rough input): 0.65 eV
Donor density (rough input): 1.0e+19 cm^-3
Relative permittivity (rough input): 11.7
Transverse, longitudinal mass (input): 0.19, 0.92 m0
Band gap (rough input): 1.17 eV
Temperatures (input): 77 K, 300 K
Fermi level above band edge, 77 K: 13.2 meV
Band bending Eb: 0.6632 eV
Depletion width W: 9.261 nm
Triangle width: 4.630 nm
Interface field: 1.432 MV/cm
kappa at the metal: 1.8186 nm^-1
E00: 39.38 meV
Exponent, parabola: 16.841
Exponent, tangent triangle: 11.227
Ratio tangent triangle/parabola: 0.666667
Exponent, chord triangle: 22.455
Ratio chord triangle/parabola: 1.333333
WKB transmission, parabola: 4.853e-08
WKB transmission, triangle: 1.330e-05
WKB transmission too large by factor: 274.2
Doping inferred with triangle: 4.444e+18 cm^-3
Exponent ratio at E/Eb = 0.02: 0.6902
Exponent ratio at E/Eb = 0.20: 0.7876
Exponent ratio at E/Eb = 0.50: 0.8847
Exponent ratio at E/Eb = 0.90: 0.9795
Wave growth rate, parabola: 0.9983
Wave growth rate, triangle: 0.6655
True-wave transmission factor, bracket: 153.8 to 154.2
Mean tunnelling energy, 77 K: 15.2 meV
Exponent ratio at that energy: 0.6928
Fermi level from band edge, 300 K: -22.8 meV
Mean tunnelling energy, 300 K: 145.2 meV
Exponent ratio at that energy: 0.7998
Image-force lowering of the top: 0.131 eV
Image force: parabola, triangle: 15.87, 10.52
Image force: ratio: 0.663
Mobile electrons: parabola-like barrier: 18.03
Mobile electrons: tangent triangle: 11.31
Mobile electrons: ratio: 0.627
Two-band: parabola, triangle: 14.16, 9.06
Two-band: ratio: 0.640
Exponent, heavy-mass valleys on (100): 37.06
Tunnelling mass on (111): 0.258 m0
Exponent, parabola on (111): 19.64
Donors in a cube of side W: 7.9
Exponent, donor-rich and -poor: 14.5, 21.0
Band bending / gap: 0.57
```
